# The density-independent linear-response kernel of nonlocal kinetic-energy functionals: a numerical check

```python
"""
Result under test (Hartree atomic units, spin-unpolarized electrons):
  T_s = T_TF + T_vW + C_TF * double integral of n^alpha(r) w(r-r') n^beta(r')
has the exact energy and exact static linear response of the uniform gas
of density n0 when
  w(q) = 5 (1/F_L - 3 eta^2 - 1) / (9 alpha beta n0^(alpha+beta-5/3)).
Symbols: kF = (3 pi^2 n0)^(1/3), eta = q/(2 kF), F_L = Lindhard function
normalized to F_L(0) = 1, C_TF = (3/10)(3 pi^2)^(2/3).
K = second functional derivative of T_s at uniform density = -1/chi(q).
Independent road: electrons in V cos(q x) are solved by diagonalization;
their density response and kinetic energy use no Lindhard function.
"""
import numpy as np
import mpmath as mp
from scipy.optimize import brentq

PI = np.pi
C_TF = 0.3 * (3 * PI**2) ** (2 / 3)
GRID = 64
PHASE = 2 * PI * np.arange(GRID) / GRID      # q*x over one period
root5 = np.sqrt(5.0)
FUNCTIONALS = {
    "Wang-Teter": (5 / 6, 5 / 6),
    "Perrot": (1.0, 1.0),
    "Smargiassi-Madden": (0.5, 0.5),
    "unequal (5+-sqrt5)/6": ((5 + root5) / 6, (5 - root5) / 6),
}


def fermi_wavevector(n):
    return (3 * PI**2 * n) ** (1 / 3)


def lindhard(eta):
    eta = np.abs(np.atleast_1d(np.asarray(eta, dtype=float)))
    out = np.ones_like(eta)
    out[eta == 1] = 0.5
    m = (eta > 0) & (eta != 1)
    x = eta[m]
    out[m] = 0.5 + (1 - x**2) / (4 * x) * np.log(np.abs((1 + x) / (1 - x)))
    return out


def bracket(eta):
    """A(eta) = 1/F_L - 3 eta^2 - 1"""
    eta = np.atleast_1d(np.asarray(eta, dtype=float))
    return 1 / lindhard(eta) - 3 * eta**2 - 1


def kernel(q, n_ref, a, b):
    eta = q / (2 * fermi_wavevector(n_ref))
    return 5 * bracket(eta) / (9 * a * b * n_ref ** (a + b - 5 / 3))


def tf_energy(n):
    return C_TF * np.mean(n ** (5 / 3))


def vw_energy(n, q):
    wave = q * np.fft.fftfreq(GRID, 1 / GRID)
    root = np.fft.fft(np.sqrt(n)) / GRID
    return 0.5 * np.sum(wave**2 * np.abs(root) ** 2)


def nonlocal_energy(n, q, n_ref, a, b, shift=0.0):
    """energy per volume; shift is a constant added to w at every q"""
    wave = q * np.fft.fftfreq(GRID, 1 / GRID)
    w = kernel(wave, n_ref, a, b) + shift
    folded = np.fft.ifft(w * np.fft.fft(n**b)).real
    return C_TF * np.mean(n**a * folded)


def total_energy(n, q, n_ref, a, b):
    return (tf_energy(n) + vw_energy(n, q)
            + nonlocal_energy(n, q, n_ref, a, b))


def curvature(energy, n_uniform, h=1e-3):
    """K(q) from the energy per volume of n_uniform*(1 +- h cos qx)"""
    up = energy(n_uniform * (1 + h * np.cos(PHASE)))
    down = energy(n_uniform * (1 - h * np.cos(PHASE)))
    flat = energy(n_uniform * np.ones(GRID))
    return 2 * (up + down - 2 * flat) / (h * n_uniform) ** 2


nodes, weights = np.polynomial.legendre.leggauss(240)
nodes, weights = (nodes + 1) / 2, weights / 2
M_PW = np.arange(-6, 7)                      # plane waves exp(i m q x)


def exact_gas(n_mean, q, v):
    """Density and kinetic energy per volume of free electrons in v cos(qx)"""
    size = len(M_PW)
    coupling = 0.5 * v * (np.eye(size, k=1) + np.eye(size, k=-1))

    def hamiltonian(k):
        k = np.atleast_1d(k)
        diag = 0.5 * (k[:, None] + M_PW * q) ** 2
        return diag[:, :, None] * np.eye(size) + coupling

    e_center = np.linalg.eigvalsh(hamiltonian(0.0))[0]
    e_edge = np.linalg.eigvalsh(hamiltonian(q / 2))[0]
    plane_waves = np.exp(1j * np.outer(M_PW, PHASE))

    def fill(mu):
        density, kinetic = np.zeros(GRID), 0.0
        for band in range(6):
            if min(e_center[band], e_edge[band]) >= mu:
                break
            lo, hi = 0.0, q / 2
            if max(e_center[band], e_edge[band]) > mu:
                cut = brentq(lambda k: np.linalg.eigvalsh(
                    hamiltonian(k))[0][band] - mu, 0.0, q / 2, xtol=1e-14)
                if e_center[band] < e_edge[band]:
                    hi = cut
                else:
                    lo = cut
            k = lo + (hi - lo) * nodes
            dk = 2 * (hi - lo) * weights / (2 * PI)   # both signs of k
            e, c = np.linalg.eigh(hamiltonian(k))
            e, c = e[:, band], c[:, :, band]
            occupation = dk * (mu - e) / PI           # transverse disc, spin 2
            density += occupation @ np.abs(c @ plane_waves) ** 2
            along = np.sum(0.5 * (k[:, None] + M_PW * q) ** 2 * c**2, axis=1)
            kinetic += occupation @ along
            kinetic += np.sum(dk * (mu - e) ** 2) / (2 * PI)
        return density, kinetic

    e_f = 0.5 * fermi_wavevector(n_mean) ** 2
    mu = brentq(lambda m: fill(m)[0].mean() / n_mean - 1,
                0.7 * e_f, 1.3 * e_f, xtol=1e-14)
    return fill(mu)


# ---------------- inputs of the example ----------------
n0 = 0.03
kF = fermi_wavevector(n0)
EF = 0.5 * kF**2
unit_K = PI**2 / kF
eta0 = 0.6
q0 = 2 * kF * eta0
print(f"n0 = {n0} bohr^-3, kF = {kF:.5f} bohr^-1, E_F = {EF:.5f} hartree")
print(f"C_TF = {C_TF:.5f}, pi^2/kF = {unit_K:.4f} hartree bohr^3")
print(f"eta = {eta0}, q = {q0:.5f} bohr^-1")

# ---------------- limits of the bracket ----------------
mp.mp.dps = 40


def bracket_mp(eta):
    eta = mp.mpf(eta)
    f = mp.mpf(1) / 2 + (1 - eta**2) / (4 * eta) * mp.log(
        abs((1 + eta) / (1 - eta)))
    return 1 / f - 3 * eta**2 - 1


small = float(bracket_mp("0.001") / mp.mpf("0.001") ** 2)
near_one = float(bracket_mp("0.999999999999"))
large = float(bracket_mp(1000))
assert abs(small + 8 / 3) < 1e-5
assert abs(near_one + 2) < 1e-8
assert abs(large + 8 / 5) < 1e-6
print(f"A/eta^2 at eta=0.001: {small:.6f}; A near eta=1: {near_one:.6f}; "
      f"A at eta=1000: {large:.6f}")
print(f"F_L(0.6) = {lindhard(eta0)[0]:.5f}, A(0.6) = {bracket(eta0)[0]:.5f}")

# ---------------- curvature against the diagonalized gas ----------------
print("K in units of pi^2/kF: eta, diagonalization, 1/F_L, TF, vW")
for eta in (0.6, 0.8, 1.4):
    q = 2 * kF * eta
    v = 0.004 * EF
    density, _ = exact_gas(n0, q, v)
    amplitude = 2 * np.mean(density * np.cos(PHASE))
    K_exact = -v / amplitude / unit_K
    K_tf = curvature(tf_energy, n0) / unit_K
    K_vw = curvature(lambda n: vw_energy(n, q), n0) / unit_K
    # finite V leaves a relative error of order (V/E_F)^2, enhanced near eta=1
    assert abs(K_exact * lindhard(eta)[0] - 1) < 1e-3
    assert abs(K_tf - 1) < 1e-5
    assert abs(K_vw / (3 * eta**2) - 1) < 1e-5
    for a, b in FUNCTIONALS.values():
        K_fun = curvature(lambda n: total_energy(n, q, n0, a, b), n0) / unit_K
        assert abs(K_fun / K_exact - 1) < 1e-3
    print(f"  {eta:.1f}  {K_exact:.5f}  {1 / lindhard(eta)[0]:.5f}"
          f"  {K_tf:.5f}  {K_vw:.5f}")

# ---------------- kernels and the constant shift of w ----------------
print("w(q) at eta=0.6 [bohr^(3(alpha+beta)-5)], prefactor w/A [same unit],")
print("  and change of K [pi^2/kF] when A is raised by 1 at every q:")
for name, (a, b) in FUNCTIONALS.items():
    w_value = kernel(q0, n0, a, b)[0]
    prefactor = w_value / bracket(eta0)[0]
    K_plain = curvature(lambda n: nonlocal_energy(n, q0, n0, a, b), n0)
    K_shift = curvature(
        lambda n: nonlocal_energy(n, q0, n0, a, b, prefactor), n0)
    change = (K_shift - K_plain) / unit_K
    assert abs(change - (a + b) * (a + b - 1) / (2 * a * b)) < 1e-4
    print(f"  {name}: w = {w_value:.5f}, w/A = {prefactor:.5f}, "
          f"change = {abs(change):.4f}")

# ---------------- uniform scaling, reference density scaled too ----------
lam = 1.7
wavy = n0 * (1 + 0.4 * np.cos(PHASE) + 0.1 * np.cos(2 * PHASE))
for a, b in FUNCTIONALS.values():
    before = total_energy(wavy, q0, n0, a, b)
    after = total_energy(lam**3 * wavy, lam * q0, lam**3 * n0, a, b)
    # energy per volume gains lam^3 from the smaller volume
    assert abs(after / (before * lam**5) - 1) < 1e-10


# ---------------- energy errors on exact densities ----------------
def energy_errors(v):
    density, t_exact = exact_gas(n0, q0, v)
    mean = density.mean()
    local = tf_energy(density)
    semilocal = local + vw_energy(density, q0)
    errors = {"TF": local - t_exact, "TF+vW": semilocal - t_exact}
    for name, (a, b) in FUNCTIONALS.items():
        errors[name] = total_energy(density, q0, mean, a, b) - t_exact
    return density, t_exact / mean, {k: e / mean for k, e in errors.items()}


_, _, err_high = energy_errors(0.03 * EF)
_, _, err_low = energy_errors(0.015 * EF)
print("power p in error ~ V^p, from V = 0.03 E_F and 0.015 E_F:")
for name in err_high:
    power = np.log2(abs(err_high[name] / err_low[name]))
    expected = 2 if name in ("TF", "TF+vW") else 4
    assert abs(power - expected) < 0.4, (name, power)
    print(f"  {name}: p = {power:.3f}")

v_strong = 0.3 * EF
density, t_per_electron, err_strong = energy_errors(v_strong)
print(f"V = 0.3 E_F = {v_strong:.5f} hartree")
print(f"density min {density.min():.5f}, max {density.max():.5f} bohr^-3")
print(f"exact T_s per electron = {1000 * t_per_electron:.4f} millihartree")
uniform_t = C_TF * n0 ** (2 / 3)
print(f"uniform gas T_s per electron = {1000 * uniform_t:.4f} millihartree")
print("error per electron [millihartree]:")
for name, value in err_strong.items():
    print(f"  {name}: {1000 * value:+.4f}")

# ---------------- response away from the reference density ----------------
n1 = 2 * n0
kF1 = fermi_wavevector(n1)
eta1 = q0 / (2 * kF1)
exact1 = 1 / lindhard(eta1)[0]
print(f"at n1 = 2 n0, same q: eta1 = {eta1:.5f}, "
      f"exact K = {exact1:.5f} pi^2/kF(n1)")
deviations = []
for name, (a, b) in FUNCTIONALS.items():
    K1 = curvature(lambda n: total_energy(n, q0, n0, a, b), n1)
    K1 = K1 * kF1 / PI**2
    predicted = (1 + 3 * eta1**2
                 + bracket(eta0)[0] * (n1 / n0) ** (a + b - 5 / 3))
    assert abs(K1 - predicted) < 1e-4
    deviations.append(abs(K1 / exact1 - 1))
    print(f"  {name}, kernel kept at n0: K = {K1:.5f} pi^2/kF(n1)")
assert max(deviations) > 0.1

print("all assertions hold")
```

Printed output:

```
n0 = 0.03 bohr^-3, kF = 0.96127 bohr^-1, E_F = 0.46202 hartree
C_TF = 2.87123, pi^2/kF = 10.2672 hartree bohr^3
eta = 0.6, q = 1.15353 bohr^-1
A/eta^2 at eta=0.001: -2.666666; A near eta=1: -2.000000; A at eta=1000: -1.600000
F_L(0.6) = 0.86968, A(0.6) = -0.93015
K in units of pi^2/kF: eta, diagonalization, 1/F_L, TF, vW
  0.6  1.14985  1.14985  1.00000  1.08000
  0.8  1.33836  1.33835  1.00000  1.92000
  1.4  5.18561  5.18561  1.00000  5.88000
w(q) at eta=0.6 [bohr^(3(alpha+beta)-5)], prefactor w/A [same unit],
  and change of K [pi^2/kF] when A is raised by 1 at every q:
  Wang-Teter: w = -0.74412, w/A = 0.80000, change = 0.8000
  Perrot: w = -1.66306, w/A = 1.78794, change = 1.0000
  Smargiassi-Madden: w = -0.19957, w/A = 0.21455, change = 0.0000
  unequal (5+-sqrt5)/6: w = -0.93015, w/A = 1.00000, change = 1.0000
power p in error ~ V^p, from V = 0.03 E_F and 0.015 E_F:
  TF: p = 2.000
  TF+vW: p = 2.000
  Wang-Teter: p = 4.000
  Perrot: p = 4.000
  Smargiassi-Madden: p = 3.998
  unequal (5+-sqrt5)/6: p = 4.000
V = 0.3 E_F = 0.13861 hartree
density min 0.01922, max 0.04242 bohr^-3
exact T_s per electron = 290.4793 millihartree
uniform gas T_s per electron = 277.2146 millihartree
error per electron [millihartree]:
  TF: -1.7598
  TF+vW: +10.8166
  Wang-Teter: +0.0752
  Perrot: +0.0646
  Smargiassi-Madden: -0.0041
  unequal (5+-sqrt5)/6: +0.0450
at n1 = 2 n0, same q: eta1 = 0.47622, exact K = 1.08626 pi^2/kF(n1)
  Wang-Teter, kernel kept at n0: K = 0.75021 pi^2/kF(n1)
  Perrot, kernel kept at n0: K = 0.50844 pi^2/kF(n1)
  Smargiassi-Madden, kernel kept at n0: K = 1.09440 pi^2/kF(n1)
  unequal (5+-sqrt5)/6, kernel kept at n0: K = 0.75021 pi^2/kF(n1)
all assertions hold
```
